# The MIT Bag Condition from an Infinite Scalar Wall: verification in Python

```python
"""
Result under test: an infinitely high scalar (mass) wall at r = R imposes the
MIT bag condition F(R) = -G(R) on the radial Dirac functions G (upper) and
F (lower). This makes the radial operator symmetric with real energies, while
an infinitely high vector wall transmits and lets probability leak out.

Units: hbar = c = 1; for the ion also electron mass = 1.
kappa: Dirac angular number; coupling a: V(r) = -a/r; M: mass outside R;
boundary ratio b = F(R)/G(R); V0: height of a vector step.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eig, eigh
from scipy.optimize import brentq
from scipy.special import lambertw, roots_jacobi, spherical_jn


def radial_matrices(R, a, kappa, mass, b, degree=30):
    """Matrix of H and overlap in functions r^gamma * polynomial, F(R)=b G(R)."""
    gamma = np.sqrt(kappa**2 - a**2)
    x, w = roots_jacobi(degree + 4, 0.0, 2 * gamma - 1)
    r = (R * (1 + x) / 2)[:, None]
    weight = (w * (R / 2)**(2 * gamma))[:, None]
    poly = legendre.legvander(x, degree)
    slope = legendre.legval(x, legendre.legder(np.eye(degree + 1))).T * 2 / R
    inner, dinner = poly[:, 1:] - 1, slope[:, 1:]      # vanish at r = R
    zero, one = np.zeros_like(inner), np.ones((len(x), 1))
    up = np.hstack([one, inner, zero])
    low = np.hstack([b * one, zero, inner])
    dup = np.hstack([0 * one, dinner, zero])
    dlow = np.hstack([0 * one, zero, dinner])
    # r times (H acting on the function), common factor r^gamma removed
    h_up = (mass * r - a) * up - r * dlow + (kappa - gamma) * low
    h_low = r * dup + (kappa + gamma) * up - (mass * r + a) * low
    H = up.conj().T @ (weight * h_up) + low.conj().T @ (weight * h_low)
    S = up.conj().T @ (weight * r * up) + low.conj().T @ (weight * r * low)
    return H, S, R**(2 * gamma)


def bag_state(R, a, kappa, mass, target):
    """Bag energy nearest to target, and normalized surface value G(R)^2."""
    H, S, surface = radial_matrices(R, a, kappa, mass, -1.0)
    energies, vectors = eigh(H, S)
    k = np.argmin(abs(energies - target))
    return energies[k], vectors[0, k]**2 * surface


# --- symmetry of the radial operator for several boundary ratios -------------
a_sb = 51 * const.fine_structure
asymmetry = {}
for name, b in (("-1", -1.0), ("0.7", 0.7), ("i", 1j)):
    H, S, surface = radial_matrices(8.0, a_sb, -1, 1.0, b)
    asymmetry[name] = np.max(abs(H - H.conj().T)) / np.max(abs(H))
    if name == "i":
        green_form = (H[0, 0] - np.conj(H[0, 0])) / surface
assert asymmetry["-1"] < 1e-10 and asymmetry["0.7"] < 1e-10
assert asymmetry["i"] > 1e-4
assert abs(green_form + 2j) < 1e-9

# --- massless bag, R = 1: matrix energies against Bessel-function roots -------
massless = {}
for kappa, bracket in ((-1, (1.5, 2.5)), (1, (3.0, 4.4)), (-2, (2.5, 4.0))):
    l_up = kappa if kappa > 0 else -kappa - 1
    l_low = l_up - 1 if kappa > 0 else l_up + 1
    sign = np.sign(kappa)
    root = brentq(lambda e: spherical_jn(l_up, e)
                  + sign * spherical_jn(l_low, e), *bracket, xtol=1e-13)
    energy, g2 = bag_state(1.0, 0.0, kappa, 0.0, root)
    assert abs(energy - root) < 1e-8
    massless[kappa] = (root, g2)
x_bag, g2_bag = massless[-1]
assert abs(g2_bag - x_bag / (2 * (x_bag - 1))) < 1e-7

# --- massless sphere with a finite scalar wall: probability outside -----------
wall_rows = []
for M in (10.0, 100.0, 1000.0):
    def mismatch(e):
        return 1 / np.tan(e) - 1 / e + (np.sqrt(M**2 - e**2) + 1) / (e + M)
    e = brentq(mismatch, 1.0, 2.6, xtol=1e-13)
    q = np.sqrt(M**2 - e**2)
    inside = quad(lambda r: np.sin(e * r)**2
                  + (np.cos(e * r) - np.sin(e * r) / (e * r))**2, 0, 1)[0]
    outside = quad(lambda s: np.sin(e)**2 * np.exp(-2 * s) / q
                   * (1 + ((q + 1 / (1 + s / q)) / (e + M))**2), 0, 20)[0]
    wall_rows.append((M, e, outside / (inside + outside)))
M, e, p_out = wall_rows[-1]
assert abs(M * p_out / g2_bag - 1) < 0.01
assert abs((e - x_bag) * 2 * M / (-x_bag) - 1) < 0.01

# --- hydrogen-like Sb(50+), 1s, point nucleus: shooting ----------------------
gamma_sb = np.sqrt(1 - a_sb**2)
e_free = gamma_sb                                    # free-ion 1s energy


def inner_solution(E, R):
    def rhs(r, y):
        eps = E + a_sb / r
        return [y[0] / r + (eps + 1) * y[1], -y[1] / r - (eps - 1) * y[0]]
    start = [1.0, (gamma_sb - 1) / a_sb]
    sol = solve_ivp(rhs, (1e-6, R), start, method="DOP853",
                    rtol=1e-11, atol=1e-12)
    return sol.y[:, -1]


def outer_ratio(E, R, M):
    """F/G at R of the solution that decays in the region of mass M."""
    def rhs(r, w):
        eps = E + a_sb / r
        return -2 * w / r + (M - eps) - (M + eps) * w**2
    sol = solve_ivp(rhs, (R + 20 / M, R), [-1.0], method="DOP853",
                    rtol=1e-11, atol=1e-13)
    return sol.y[0, -1]


def shooting_energy(R, M=None):
    def mismatch(E):
        G, F = inner_solution(E, R)
        return F - (-1.0 if M is None else outer_ratio(E, R, M)) * G
    return brentq(mismatch, e_free, e_free + 0.03, xtol=1e-13)


cavity_rows = []
for R in (8.0, 12.0, 16.0):
    by_shooting = shooting_energy(R)
    energy, g2 = bag_state(R, a_sb, -1, 1.0, by_shooting)
    assert abs(energy - by_shooting) < 1e-8
    cavity_rows.append((R, energy, g2))
assert abs(bag_state(40.0, a_sb, -1, 1.0, e_free)[0] - e_free) < 1e-8

# dependence on the radius, from the surface value and from differences
R0, e_bag, g2_sb = cavity_rows[0]
step = 0.01
slope_numeric = (bag_state(R0 + step, a_sb, -1, 1.0, e_bag)[0]
                 - bag_state(R0 - step, a_sb, -1, 1.0, e_bag)[0]) / (2 * step)
slope_formula = -2 * g2_sb * (e_bag + a_sb / R0 - 1 / R0)
assert abs(slope_numeric / slope_formula - 1) < 1e-4

# finite scalar walls: boundary ratio and energy shift to first order in 1/M
ion_rows = []
for M in (20.0, 80.0, 160.0):
    energy = shooting_energy(R0, M)
    ion_rows.append((M, outer_ratio(energy, R0, M), energy,
                     (energy - e_bag) * 2 * M / slope_numeric))
assert abs(2 * ion_rows[2][3] - ion_rows[1][3] - 1) < 3e-3
first_order = e_bag + a_sb / R0 - 1 / R0
M, ratio = ion_rows[2][:2]
assert abs((ratio + 1) * M / first_order - 1) < 0.02

# charge conjugation: kappa, E and V change sign together
mirror = bag_state(R0, -a_sb, 1, 1.0, -e_bag)[0]
assert abs(mirror + e_bag) < 1e-8

# --- planar step, m = p = 1: wave packet against the transmission formula ----
m, p, height = 1.0, 1.0, 10.0
E = np.hypot(m, p)


def klein_transmission(V0):
    rho = np.sqrt((V0 - E + m) * (E + m) / ((V0 - E - m) * (E - m)))
    return 4 * rho / (1 + rho)**2


def packet_transmission(mass_right, V_right, dx=0.025, duration=140.0):
    """Probability at x > 0 after the collision; exact shifts plus phases."""
    x = np.arange(-200 + dx / 2, 200, dx)
    mass = np.where(x > 0, mass_right, m)
    phase = np.exp(-1j * dx * np.where(x > 0, V_right, 0.0))
    stay, flip = phase * np.cos(mass * dx), -1j * phase * np.sin(mass * dx)
    envelope = np.exp(-(x + 50)**2 / 400 + 1j * p * x)
    lower = p / (E + m)
    right, left = envelope * (1 + lower), envelope * (1 - lower)
    norm = np.sum(abs(right)**2 + abs(left)**2)
    for _ in range(int(round(duration / dx))):
        right, left = (np.roll(stay * right + flip * left, 1),
                       np.roll(stay * left + flip * right, -1))
    return np.sum((abs(right)**2 + abs(left)**2)[x > 0]) / norm


t_vector = packet_transmission(m, height)
t_scalar = packet_transmission(height, 0.0)
t_limit = 2 * p / (E + p)
assert abs(t_vector - klein_transmission(height)) < 5e-3
assert t_scalar < 1e-4
assert abs(klein_transmission(1e6) - t_limit) < 1e-5

# --- massless sphere, R = 1, infinite vector wall: complex energy ------------
z = -1 - lambertw(-np.exp(-1), -2)
x_leak = z / 2j
H, S, _ = radial_matrices(1.0, 0.0, -1, 0.0, 1j)
spectrum = eig(H, S, right=False)
x_matrix = spectrum[np.argmin(abs(spectrum - x_leak))]
assert abs(x_matrix - x_leak) < 1e-6 and x_leak.imag < 0
V_high = 1000.0
x_finite = complex(mp.findroot(
    lambda e: mp.cot(e) - 1 / e - 1j + 1 / (e - V_high), mp.mpc(x_leak)))
assert abs(x_finite - x_leak) < 5e-3

# --- output ------------------------------------------------------------------
kev = const.m_e * const.c**2 / const.e / 1000
compton_pm = const.hbar / (const.m_e * const.c) * 1e12
print("SYMMETRY (relative asymmetry of the matrix of H)")
for name, value in asymmetry.items():
    print(f"F(R)/G(R) = {name}: {value:.1e}")
print(f"Green form / |G(R)|^2 for ratio i: {green_form.imag:.6f} i")
print("MASSLESS BAG, R = 1, lowest positive E*R")
for kappa, (root, g2) in massless.items():
    print(f"kappa = {kappa:2d}: E*R = {root:.6f}")
print(f"kappa = -1: R*G(R)^2 = {g2_bag:.6f}")
print("MASSLESS SPHERE, FINITE SCALAR WALL (R = 1, kappa = -1)")
for M, e, p_out in wall_rows:
    print(f"M*R = {M:.0f}: E*R = {e:.6f}, P_outside = {p_out:.6f}")
print("Sb(50+) 1s, POINT NUCLEUS, BAG CAVITY")
print(f"Z*alpha = {a_sb:.6f}, gamma = {gamma_sb:.6f}")
print(f"mc^2 = {kev:.4f} keV, hbar/(mc) = {compton_pm:.6f} pm")
print(f"free ion: E = {e_free:.8f} mc^2")
print(f"free ion: E - mc^2 = {(e_free - 1) * kev:.4f} keV")
for R, energy, g2 in cavity_rows:
    print(f"R = {R:.0f} hbar/(mc): E = {energy:.8f} mc^2")
    print(f"   shift from free ion = {(energy - e_free) * kev:.5f} keV")
print(f"R = {R0:.0f} hbar/(mc) = {R0 * compton_pm:.4f} pm")
print(f"R = {R0:.0f}: G(R)^2 = {g2_sb:.7f} mc/hbar")
print(f"R = {R0:.0f}: dE/dR from differences = {slope_numeric:.7f} (mc^2)(mc/hbar)")
print(f"R = {R0:.0f}: dE/dR from G(R)^2     = {slope_formula:.7f} (mc^2)(mc/hbar)")
print(f"R = {R0:.0f}: E - V(R) + kappa/R = {first_order:.6f} mc^2")
print("finite scalar wall at R = 8; M in units of m")
for M, ratio, energy, relative in ion_rows:
    print(f"M = {M:.0f}: F/G = {ratio:.6f}, E = {energy:.8f} mc^2")
    print(f"   shift / [(dE/dR)/(2M)] = {relative:.5f}")
print(f"charge-conjugate state: E = {mirror:.8f} mc^2")
print("PLANAR STEP, m = p = 1, wall height parameter 10")
print(f"E = {E:.6f}")
print(f"vector V0 = 10: T packet = {t_vector:.4f}")
print(f"vector V0 = 10: T formula = {klein_transmission(height):.4f}")
print(f"vector V0 -> infinity: T = {t_limit:.4f}")
print(f"scalar M = 10: T packet = {t_scalar:.1e}")
print("MASSLESS SPHERE, VECTOR WALL, outgoing wave (R = 1)")
print(f"V0 -> infinity: E*R = {x_leak.real:.5f} {x_leak.imag:+.5f} i")
print(f"V0*R = 1000:    E*R = {x_finite.real:.5f} {x_finite.imag:+.5f} i")
print(f"decay rate * R = {-2 * x_leak.imag:.5f}")
print("success")
```

Printed output:

```
SYMMETRY (relative asymmetry of the matrix of H)
F(R)/G(R) = -1: 2.8e-13
F(R)/G(R) = 0.7: 2.9e-13
F(R)/G(R) = i: 5.7e-01
Green form / |G(R)|^2 for ratio i: -2.000000 i
MASSLESS BAG, R = 1, lowest positive E*R
kappa = -1: E*R = 2.042787
kappa =  1: E*R = 3.811539
kappa = -2: E*R = 3.203919
kappa = -1: R*G(R)^2 = 0.979484
MASSLESS SPHERE, FINITE SCALAR WALL (R = 1, kappa = -1)
M*R = 10: E*R = 1.943016, P_outside = 0.094262
M*R = 100: E*R = 2.032599, P_outside = 0.009747
M*R = 1000: E*R = 2.041766, P_outside = 0.000979
Sb(50+) 1s, POINT NUCLEUS, BAG CAVITY
Z*alpha = 0.372165, gamma = 0.928167
mc^2 = 510.9990 keV, hbar/(mc) = 0.386159 pm
free ion: E = 0.92816659 mc^2
free ion: E - mc^2 = -36.7068 keV
R = 8 hbar/(mc): E = 0.93491128 mc^2
   shift from free ion = 3.44653 keV
R = 12 hbar/(mc): E = 0.92885359 mc^2
   shift from free ion = 0.35105 keV
R = 16 hbar/(mc): E = 0.92822845 mc^2
   shift from free ion = 0.03161 keV
R = 8 hbar/(mc) = 3.0893 pm
R = 8: G(R)^2 = 0.0022234 mc/hbar
R = 8: dE/dR from differences = -0.0038084 (mc^2)(mc/hbar)
R = 8: dE/dR from G(R)^2     = -0.0038084 (mc^2)(mc/hbar)
R = 8: E - V(R) + kappa/R = 0.856432 mc^2
finite scalar wall at R = 8; M in units of m
M = 20: F/G = -0.958045, E = 0.93481426 mc^2
   shift / [(dE/dR)/(2M)] = 1.01897
M = 80: F/G = -0.989351, E = 0.93488737 mc^2
   shift / [(dE/dR)/(2M)] = 1.00456
M = 160: F/G = -0.994661, E = 0.93489935 mc^2
   shift / [(dE/dR)/(2M)] = 1.00226
charge-conjugate state: E = -0.93491128 mc^2
PLANAR STEP, m = p = 1, wall height parameter 10
E = 1.414214
vector V0 = 10: T packet = 0.7859
vector V0 = 10: T formula = 0.7870
vector V0 -> infinity: T = 0.8284
scalar M = 10: T packet = 2.8e-07
MASSLESS SPHERE, VECTOR WALL, outgoing wave (R = 1)
V0 -> infinity: E*R = 3.73074 -1.04442 i
V0*R = 1000:    E*R = 3.73127 -1.04255 i
decay rate * R = 2.08884
success
```
